# Why one overlap threshold fails in the four-component metric

Loosely held outer electrons call for diffuse Gaussians in the basis. Two normalised s Gaussians of exponent $\alpha$ on centres a distance $R$ apart overlap by $e^{-\alpha R^2/2}$, close to 1 when $\alpha R^2\ll1$, and closely spaced exponents on one centre overlap strongly too; in such a basis some combinations can have nearly zero norm. In a nonrelativistic SCF calculation this is cured by canonical orthogonalisation: the overlap matrix $S$ is diagonalised and eigenvectors with eigenvalue below a threshold $\tau$ are discarded. A Dirac-Coulomb calculation has a metric with a large-component and a small-component block, and it is tempting to believe that the same operation on the whole metric, with one $\tau$, removes the linear dependence and nothing else. It does not.

## The matrix Dirac equation and its metric

Hartree atomic units are used, with $c = 137.036$, point nuclei, and energies counted from the rest energy $c^2$. With large and small two-spinors $\psi^L,\psi^S$ and nuclear attraction $V\le 0$,

$$V\psi^L + c\,\sigma\cdot p\,\psi^S = E\psi^L,\qquad c\,\sigma\cdot p\,\psi^L + (V-2c^2)\psi^S = E\psi^S .$$

For $|E-V|\ll 2c^2$ the second equation gives $\psi^S\approx(\sigma\cdot p/2c)\psi^L$. Restricted kinetic balance builds this into the basis: $\psi^L=\sum_i a_i\chi_i$ and $\psi^S=\sum_i b_i(\sigma\cdot p/2c)\chi_i$, with $n$ normalised two-spinors $\chi_i$. From $\sigma_j\sigma_k=\delta_{jk}+i\epsilon_{jkl}\sigma_l$ and the symmetry of $p_jp_k$ follows $(\sigma\cdot p)^2=p^2$. With $T_{ij}=\langle\chi_i|p^2/2|\chi_j\rangle$, the coupling block is $c\cdot\frac{1}{2c}\langle p^2\rangle=T$, the small metric is $\langle p^2\rangle/4c^2=T/2c^2$, and the small Hamiltonian block is $W/4c^2-2c^2\cdot T/2c^2$, where $W_{ij}=\langle\sigma\cdot p\,\chi_i|V|\sigma\cdot p\,\chi_j\rangle$. Thus

$$h=\begin{pmatrix}V&T\\T&W/4c^2-T\end{pmatrix},\qquad S_4=\begin{pmatrix}S&0\\0&M\end{pmatrix},\qquad M=\frac{T}{2c^2}.$$

$S$ and $T$ are positive definite for independent $\chi_i$, since $\|\sigma\cdot p\,\chi\|=\|p\chi\|$ vanishes for no normalisable $\chi\neq0$. Because $S_4$ is block diagonal, its eigenvectors can be taken purely large or purely small. One threshold on $S_4$ is therefore two tests: eigenvalues of $S$ against $\tau$, and eigenvalues of $T$ against $2c^2\tau$. With $2c^2=37557.73$ and $\tau=10^{-6}$, the second cut lies at $0.03756\ E_h$. Time reversal makes all levels Kramers pairs, so the counts below are even.

## Counter-example

**One function.** Take one s Gaussian $e^{-\alpha r^2}$. Its gradient has magnitude $2\alpha r\,e^{-\alpha r^2}$, so $T=\frac12(2\alpha)^2\langle r^2\rangle$. For the density $e^{-2\alpha r^2}$, $\langle r^2\rangle=3/4\alpha$, and

$$T=\tfrac32\alpha,\qquad M=\frac{3\alpha}{4c^2}.$$

$M$ falls below $\tau$ for $\alpha<4c^2\tau/3=0.02504$ and exceeds 1 for $\alpha>4c^2/3=25038$ (in bohr$^{-2}$). For $\alpha=0.02$, $T=0.03000\ E_h$ and $M=0.03000\times2.6626\times10^{-5}=7.988\times10^{-7}$. A single function cannot be linearly dependent, yet its small partner is deleted. What remains of $h$ is the element $V$: the kinetic energy, which reaches the large component through the coupling block alone, is gone. A free electron in this basis has $E=0$ instead of about $0.030\ E_h$.

**H$_2$ with a well-conditioned basis.** At $R=1.4$ bohr, put seven uncontracted s functions, $\alpha=0.02\cdot3^k$ up to 14.58, and one p shell with $\alpha=1.0$ on each atom, so that $n=2\cdot2\cdot(7+3)=40$. All numbers are in the numerical output after the text. The eigenvalues of $S$ run from $3.932\times10^{-3}$ to 5.976, a condition number of about $1.5\times10^3$, and nothing calls for deletion. Those of $M$ run from $1.260\times10^{-8}$ to $7.064\times10^{-4}$. At $\tau=10^{-6}$ all $n_L=40$ large vectors and $n_S=32$ small vectors survive.

Two changes that leave the dependence among the functions untouched alter this count. Multiply the small basis functions by $\lambda$, with $L=\mathrm{diag}(1,\lambda)$. The equation $LhL\,y=E\,LS_4L\,y$ is $h(Ly)=E\,S_4(Ly)$, so the spectrum is unchanged, while $M\to\lambda^2M$. For $\lambda=100$ the smallest eigenvalue becomes $1.260\times10^{-4}>\tau$, and 80 vectors are kept instead of 72. Raising $c$ acts the other way: 32, 8 and 0 small vectors survive at $c$, $10c$ and $100c$, the last because $7.064\times10^{-4}/10^4<10^{-6}$. In the nonrelativistic limit the rule removes the whole kinetic energy.

The two lowest electronic Kramers pairs of $h$ (bare nuclei), in $E_h$:

| $\tau$ | $n_S$ | pair 1 | pair 2 |
|---|---|---|---|
| none, $10^{-8}$ | 40 | $-1.282637$ | $-0.611507$ |
| $10^{-7}$ | 38 | $-1.282637$ | $-0.611515$ |
| $10^{-6}$ | 32 | $-1.282655$ | $-0.742421$ |
| $10^{-5}$ | 26 | $-1.295114$ | $-1.220913$ |

Removing basis functions lowers the levels, the reverse of what happens for a Hamiltonian bounded below. At $\tau=10^{-6}$ pair 1 drops by $1.8\times10^{-5}\ E_h$ and pair 2 by $0.131\ E_h$.

The Dirac-Coulomb Hartree-Fock energy with the full basis is $-1.1320234\ E_h$, including nuclear repulsion $0.714286\ E_h$. This reference is a finite-basis mean-field value without correlation, Breit interaction, QED terms or nuclear size. It lies $1.347\times10^{-5}\ E_h$ below the nonrelativistic RHF energy in the same basis, $-1.1320099\ E_h$; halving $c$ turns the difference into $5.387\times10^{-5}\ E_h$, a ratio of 4.00, as a $c^{-2}$ correction requires. Relative to this reference the threshold shifts the energy of the closed-shell solution (one occupied Kramers pair) by zero (to rounding) at $\tau=10^{-7}$, by $-7.37\times10^{-5}\ E_h$ ($-0.0020$ eV) at $10^{-6}$ and by $-3.39\times10^{-3}\ E_h$ ($-0.092$ eV) at $10^{-5}$. At $10^{-6}$ the error is $7.374/1.347=5.5$ times the whole relativistic correction. The LUMO energy goes from $+0.03618$ to $-0.00063$, $-0.05064$ and $-0.18781\ E_h$. This is not one orbital shifting: the LUMO of the full basis is gerade, whereas in the three cut bases an ungerade virtual has dropped to the bottom of the virtual space. At $10^{-7}$ a correct total energy thus hides a damaged virtual spectrum. At $10^{-5}$, where pair 2 of $h$ has come within $0.074\ E_h$ of pair 1, the closed-shell solution is no longer the lowest determinant. A high-spin determinant with one electron in each of the two lowest orbitals lies about $0.167\ E_h$ (4.5 eV) below the reference (a self-consistent value of the nonrelativistic model with the reduced kinetic matrix $T_{\rm eff}$ defined below, not contained in the listed output), so the closed-shell shift understates the damage there.

**H$_2^+$ with true near-dependence.** At $R=2$ bohr, with twenty s exponents $0.02\cdot1.5^k$ up to 44.34 and p exponents 0.5 and 1.5 per atom, $n=104$ and the smallest eigenvalue of $S$ is $1.96\times10^{-8}$. Deletion is now legitimate. With nothing deleted the lowest electronic level (no nuclear repulsion) is $-1.1021565\ E_h$. One threshold of $10^{-6}$ keeps $n_L=92$ and $n_S=58$ and gives $-2.6287\ E_h$, about $1.527\ E_h$ (41.5 eV) too low. This is variational collapse, though it stops far above $-2c^2$.

## The correct statement

Let the columns of $X$ span the retained large coefficients, $X^\dagger SX=1$ ($n_L$ columns), and those of $Z$ the retained small coefficients, $Z^\dagger TZ=1$ ($n_S$ columns). The vectors $\sqrt2cZ$ are orthonormal in $M$, since $2c^2Z^\dagger(T/2c^2)Z=1$. The projected Hamiltonian is

$$h'=\begin{pmatrix}A&\sqrt2c\,B^\dagger\\\sqrt2c\,B&D\end{pmatrix},\quad A=X^\dagger VX,\quad B=Z^\dagger TX,\quad D=w-2c^2,\quad w=\tfrac12Z^\dagger WZ .$$

Let $v_{\min}$ be the lowest eigenvalue of $A$ and $d_{\max}$ the highest of $D$. Since $b^\dagger Wb=\int V|\sigma\cdot p\,\chi_b|^2\le0$, $d_{\max}\le-2c^2$. Assume $v_{\min}>d_{\max}$, which holds whenever $v_{\min}>-2c^2$; very tight functions on a highly charged nucleus can violate that, and the counting below is then not guaranteed.

1. With $t$ the eigenvalues of $Ta=tSa$, the ordered eigenvalues $s_k$ of $S$ and $\lambda_k$ of $T$ obey $t_{\min}s_k\le\lambda_k\le t_{\max}s_k$.
2. Exactly $n_S$ eigenvalues of $h'$ lie at or below $d_{\max}$; the other $n_L$, written $E_1\le E_2\le\dots$, lie at or above $v_{\min}$.
3. Deleting $k$ small vectors gives $E'_j\le E_j\le E'_{j+k}$. Deleting large vectors gives $E'_j\ge E_j$.
4. For $c\to\infty$ at fixed $X,Z$ the kinetic matrix is $T_{\rm eff}=TZZ^\dagger T\le T$, equal to $T$ on span $X$ if and only if span $X\subset$ span $Z$.
5. If $n_L>n_S$, then $E_1\le v_{\ker}$, the lowest eigenvalue of $A$ on $\ker B$.
6. Taking $X$ from $S$ and span $Z=$ span $X$ gives $n_S=n_L$ and no loss of kinetic energy.

With the branches counted as in part 2, kinetic energy is thus lost at leading order exactly when a retained large function loses part of its small partner, whatever the numbers $n_L$ and $n_S$ are.

## Proof

**1.** For any $a$, the quotient $a^\dagger Ta/a^\dagger Sa$ lies between $t_{\min}$ and $t_{\max}$, so $t_{\min}a^\dagger Sa\le a^\dagger Ta\le t_{\max}a^\dagger Sa$. The Courant-Fischer formula $\lambda_k=\min_{\dim U=k}\max_{a\in U}a^\dagger Ta/a^\dagger a$ preserves inequalities between quadratic forms, which gives the claim. The small block therefore has its $k$-th eigenvalue between $t_{\min}s_k/2c^2$ and $t_{\max}s_k/2c^2$: the dependence of the large basis, multiplied by a kinetic energy over $2c^2$. For H$_2$, $t$ runs from 0.02509 to $44.16\ E_h$, and for $k=1$ the bounds read $0.02509\times3.932\times10^{-3}=9.9\times10^{-5}\le4.733\times10^{-4}\le0.174$. If $t_{\max}\le2c^2$, each eigenvalue of $M$ is at most the matching one of $S$, and one threshold yields $n_S\le n_L$. The opposite imbalance needs $t_{\max}>2c^2$, the range of very tight core functions.

**2.** For $E>d_{\max}$, $D-E$ is negative definite and invertible. Write

$$h'-E=\Lambda\begin{pmatrix}G(E)&0\\0&D-E\end{pmatrix}\Lambda^\dagger,\qquad\Lambda=\begin{pmatrix}1&\sqrt2c\,B^\dagger(D-E)^{-1}\\0&1\end{pmatrix}.$$

Multiplying out, the lower right block is $D-E$, the upper right block is $\sqrt2cB^\dagger(D-E)^{-1}(D-E)=\sqrt2cB^\dagger$, and the upper left block is $G+2c^2B^\dagger(D-E)^{-1}B$. Setting the last equal to $A-E$ fixes

$$G(E)=A-E+2c^2B^\dagger(E-D)^{-1}B .$$

$\Lambda$ is invertible, so by Sylvester's law of inertia the number of eigenvalues of $h'$ below $E$ is $n_S$ plus the number of negative eigenvalues of $G(E)$. For $d_{\max}<E<v_{\min}$, $A-E$ is positive definite and the last term is positive semidefinite, so $G>0$ and the count is $n_S$ for every $E$ in that interval. No eigenvalue lies inside it, which proves the claim. Collapse of the electronic branch is bounded by $v_{\min}$, the energy of an electron with potential energy and no kinetic energy.

**3.** Let $\varepsilon_i$ be the ordered eigenvalues of an $N\times N$ Hermitian matrix and $\mu_i$ those of its restriction to a subspace of dimension $N-k$. The restriction minimises over fewer trial spaces $U$ in the Courant-Fischer formula, so $\mu_i\ge\varepsilon_i$. The span of the lowest $i+k$ eigenvectors meets the subspace in dimension at least $(i+k)+(N-k)-N=i$, and on that intersection the Rayleigh quotient is at most $\varepsilon_{i+k}$, so $\mu_i\le\varepsilon_{i+k}$. A deletion cannot raise $d_{\max}$ or lower $v_{\min}$, so part 2 holds afterwards as well, and $E_j=\varepsilon_{n_S+j}$. After deleting $k$ small vectors the lower branch has $n_S-k$ members, so $E'_j=\mu_{n_S-k+j}\le\varepsilon_{n_S+j}=E_j$ and $E'_{j+k}=\mu_{n_S+j}\ge E_j$. After deleting large vectors the lower branch keeps $n_S$ members and $E'_j=\mu_{n_S+j}\ge E_j$. At most $k$ states can fall below the original $E_1$. In the table the retained small spaces are nested as $\tau$ grows, which makes each column non-increasing. Removing instead the four large vectors of smallest $s_k$ leaves pair 1 at $-1.282637$ and raises pair 2 to $-0.609342\ E_h$.

**4.** Electronic levels solve $\det G(E)=0$. Since $E-D=2c^2[1+(E-w)/2c^2]$, the geometric series converges for $\|E-w\|<2c^2$ and gives

$$G(E)=A+B^\dagger B-E-\frac{1}{2c^2}B^\dagger(E-w)B+O(c^{-4}).$$

At leading order the levels are eigenvalues of $X^\dagger(V+T_{\rm eff})X$, because $B^\dagger B=X^\dagger TZZ^\dagger TX$. The matrix $P=T^{1/2}ZZ^\dagger T^{1/2}$ is Hermitian, and $P^2=T^{1/2}Z(Z^\dagger TZ)Z^\dagger T^{1/2}=P$, so it is the orthogonal projector on the range of $T^{1/2}Z$. Then

$$a^\dagger(T-T_{\rm eff})a=\|(1-P)T^{1/2}a\|^2\ge0,$$

with equality if and only if $T^{1/2}a=T^{1/2}Zy$ for some $y$, that is $a=Zy$, as $T$ is invertible. The largest loss over normalised large functions is the defect $\delta$, the top eigenvalue of $X^\dagger TX-B^\dagger B$. For H$_2$ at $\tau=10^{-6}$ the lowest level of $V+T_{\rm eff}$ is $-1.282644\ E_h$; the four-component level lies $1.060\times10^{-5}\ E_h$ below it at $c$ and $4.241\times10^{-5}\ E_h$ below at $c/2$, a ratio of 4.000.

For the single threshold $Z$ has columns $v_k\lambda_k^{-1/2}$ over the retained eigenvectors of $T$, so $T_{\rm eff}=\sum_{\rm kept}\lambda_kv_kv_k^\dagger$ and the loss is $\sum_{\rm del}\lambda_k|v_k^\dagger a|^2\le2c^2\tau\|a\|^2$. Each $\lambda_k$ is small, but a normalised function can have $\|a\|^2$ up to $1/s_*$, with $s_*$ the smallest retained eigenvalue of $S$. Hence $\delta\le2c^2\tau/s_*$. For H$_2$ this bound is $0.03756/3.932\times10^{-3}=9.6\ E_h$, and the computed defect is $1.75\ E_h$. When $s_*$ is close to $\tau$, as in a dense basis, the bound approaches $2c^2$ whatever $\tau$ is, and offers no protection; the H$_2^+$ defect is $207\ E_h$.

**5.** $B$ maps $n_L$ dimensions into $n_S$, so $\dim\ker B\ge n_L-n_S$. Take a unit vector $u\in\ker B$ with $u^\dagger Au=v_{\ker}$. For any $E>v_{\ker}$, $u^\dagger G(E)u=v_{\ker}-E<0$, so $G$ has a negative eigenvalue, at least $n_S+1$ eigenvalues of $h'$ lie below $E$, and $E_1<E$. Therefore $v_{\min}\le E_1\le v_{\ker}$, at finite $c$. Collapse of the ground level is forced when $v_{\ker}$ lies below the balanced $E_1$. In H$_2^+$, $-16.66\le-2.63\le-2.47$, and the upper bound alone lies well below $-1.10\ E_h$. In H$_2$ at $\tau=10^{-6}$, $v_{\ker}=-0.703\ E_h$ is above the balanced $-1.283\ E_h$, nothing forces a large drop, and the drop is small.

The free particle isolates the mechanism. With $A=0$ and $w=0$, $G=-E+2c^2B^\dagger B/(E+2c^2)$, so each eigenvalue $\beta^2$ of $B^\dagger B$ gives $E(E+2c^2)=2c^2\beta^2$, whose upper root is $E=c^2(\sqrt{1+2\beta^2/c^2}-1)$. In the balanced basis $\beta^2=t>0$, and the lowest level is $0.02509\ E_h$. Kernel vectors have $\beta=0$ and $E=0$. With the large space complete, $XX^\dagger=S^{-1}$ and $BB^\dagger=Z^\dagger TS^{-1}TZ>0$, so $B$ has rank $n_S$ and there are exactly $n_L-n_S$ such states; $40-32=8$ are found.

**6.** Diagonalise $X^\dagger TX=UtU^\dagger$ and set $Z=XUt^{-1/2}$. Then $Z^\dagger TZ=t^{-1/2}U^\dagger(UtU^\dagger)Ut^{-1/2}=1$, $B=t^{-1/2}U^\dagger(UtU^\dagger)=t^{1/2}U^\dagger$, and $B^\dagger B=UtU^\dagger=X^\dagger TX$. So $\delta=0$, $\ker B$ is trivial, and the nonrelativistic limit is the Rayleigh-Ritz problem for $T+V$ in span $X$. These $t$ are kinetic energies of orthonormal functions, not below $t_{\min}$ of the full basis, so their smallness is physical and must not be cut. For H$_2^+$ the lowest is $0.01547\ E_h$, and in the $X$ basis the small metric has the eigenvalue $0.01547\times2.6626\times10^{-5}=4.1\times10^{-7}$: applying $\tau=10^{-6}$ again after the transformation would again delete small partners of retained functions. In this orthonormal basis, however, the loss per normalised function is the sum of the deleted $t_k$ weighted by squared coefficients, hence at most $2c^2\tau=0.038\ E_h$, far below the defect of $207\ E_h$ of the single threshold. Paired deletion keeps $92+92$ vectors, has $\delta=5\times10^{-10}\ E_h$ (rounding level), and gives $-1.1021534\ E_h$, which is $3.1\times10^{-6}\ E_h$ above the undeleted value. The upper-bound property is proved here for the limit $c\to\infty$. At finite $c$, part 3 says that further small functions could still raise the levels, so the paired energy is not shown to be a strict upper bound.

## The self-consistent field

Parts 2 and 3 use nothing but the block form and the gap assumption, so they hold for any fixed Fock matrix, with $v_{\min}$ and $d_{\max}$ taken from its diagonal blocks (the bound $d_{\max}\le-2c^2$ used $V\le0$ and does not carry over once electron repulsion is added). Part 5 is modified, because exchange adds to the coupling block a term with prefactor $1/4c^2$. For the total energy a statement follows in the nonrelativistic limit of the mean-field model. The functional is $E[\rho]=\mathrm{tr}\,\rho(T_{\rm eff}+V)+E_2[\rho]$, with $E_2$ built from large-component integrals and independent of $Z$. If the large space is unchanged, the reference density matrix $\rho_0$ is an allowed trial, and the global minimum obeys

$$E'\le E_0-\mathrm{tr}\,\rho_0(T-T_{\rm eff}).$$

Scalar closed-shell RHF with $T_{\rm eff}$ gives $-1.1320836$ and $-1.1353951\ E_h$ at $\tau=10^{-6}$ and $10^{-5}$; both obey the bound, but the second is not the minimum over all determinants, since an open-shell one lies lower. Relative to $-1.1320099$ these are drops of $7.37\times10^{-5}$ and $3.39\times10^{-3}\ E_h$, larger than the first-order losses $5.62\times10^{-5}$ and $2.02\times10^{-3}\ E_h$; the remainder is orbital relaxation into the directions of reduced kinetic cost. The four-component energies, $-1.1320971$ and $-1.1354084\ E_h$, lie $1.35\times10^{-5}$ and $1.33\times10^{-5}\ E_h$ below them, close to the balanced relativistic correction. The error is thus of order $c^0$ at fixed $Z$.

At $\tau=10^{-7}$ the loss $2\lambda_1|v_1^\dagger a|^2$ vanishes to rounding although $\lambda_1=4.7\times10^{-4}\ E_h$, so the deleted vector is orthogonal to the occupied coefficients. The reason is symmetry: $T$ commutes with inversion, $v_1$ is ungerade, and the occupied orbital is gerade.

The HOMO rises, from $-0.59450$ to $-0.58972\ E_h$ at $\tau=10^{-5}$, while the total energy falls. For one occupied Kramers pair the electronic energy is $2\bar h+g$ and the orbital energy is $\bar h+g$, with $\bar h$ the one-electron part and $g$ the pair repulsion, so $g=2\epsilon-E_{\rm el}$. The reference has $E_{\rm el}=-1.132023-0.714286=-1.84631$, $g=-1.18900+1.84631=0.6573$ and $\bar h=-0.59450-0.6573=-1.2518$. The cut basis has $E_{\rm el}=-1.84969$, $g=-1.17944+1.84969=0.6703$ and $\bar h=-1.2600$. The gain of $0.0082$ in $\bar h$ counts twice in the energy against a repulsion increase of $0.013$, but once in $\epsilon$. Part 3 is not contradicted, since the Fock matrix has changed.

## Normalised small functions and the counting of branches

Scaling each small function to unit norm, $\hat T=d^{-1}Td^{-1}$ with $d=\mathrm{diag}\sqrt{T_{ii}}$, removes $c$ and the arbitrary scale. With eigenpairs $(\hat t_k,\hat v_k)$, $Z$ has columns $d^{-1}\hat v_k\hat t_k^{-1/2}$ and $TZ$ has columns $d\hat v_k\hat t_k^{1/2}$, so the loss is $\sum_{\rm del}\hat t_k|\hat v_k^\dagger da|^2$. It vanishes on span $X$ if and only if $d\hat v_k$ for every deleted $k$ is orthogonal to span $X$, that is, lies in the deleted eigenspace of $S$, which nothing enforces. For H$_2^+$ at $10^{-6}$ this scheme keeps $n_L=92$, $n_S=96$ and has $\delta=0.13\ E_h$, so balance is broken for some retained function. The ground level, however, differs from the paired value by just $-6\times10^{-9}\ E_h$: in this example the defect is harmless for the ground state.

The danger there is the count. A rule that skips the lowest half of the $N=n_L+n_S$ eigenvalues agrees with part 2 when $n_L=n_S$ and fails otherwise. With $N/2=94<96$ it selects a state of the lower branch at $-37557.9\ E_h$, near $-2c^2$; the large-only deletion in H$_2$, safe by part 3, gives $-37557.98\ E_h$ under the same rule. With the single threshold, $N/2=75>58$, the rule skips 17 electronic states and lands at $-0.594\ E_h$. Under the gap assumption a fall into the lower branch, at or below $d_{\max}\le-2c^2$, comes from miscounting and is avoided by occupying from state $n_S+1$, whereas the bounded collapse from lost small partners survives correct counting and is removed by making span $Z$ contain span $X$.

## Values computed for the example and the checks

```
c = 137.035999 a.u., 2c^2 = 37557.73 Eh, 1/(2c^2) = 2.6626e-05 1/Eh, 1 Eh = 27.21139 eV
tau = 1e-06: cut on T = 0.03756 Eh; M_ii=tau at alpha = 0.02504 bohr^-2
M_ii = 1 at alpha = 25038 bohr^-2
H2: R = 1.4 bohr, s 0.02..14.58, p 1.0 bohr^-2, spinors per block n = 40
alpha = 0.02 bohr^-2: T_ii = 0.03000 Eh, M_ii = 7.988e-07
eig S: 3.932e-03..5.976; eig M: 1.260e-08..7.064e-04
eig T: 4.733e-04..26.53 Eh; generalised t: 0.02509..44.16 Eh
vectors kept of 80: small basis scaled by 1: 72, by 100: 80
small vectors kept at c, 10c, 100c: [32, 8, 0]
core balanced: pair1 = -1.282637 Eh, pair2 = -0.611507 Eh
core tau 1e-08: nL 40, nS 40, pair1 -1.282637, pair2 -0.611507, defect 0.0000 Eh
core tau 1e-07: nL 40, nS 38, pair1 -1.282637, pair2 -0.611515, defect 0.0923 Eh
core tau 1e-06: nL 40, nS 32, pair1 -1.282655, pair2 -0.742421, defect 1.7457 Eh
core tau 1e-05: nL 40, nS 26, pair1 -1.295114, pair2 -1.220913, defect 4.1721 Eh
tau 1e-06: vmin = -7.68209 <= E1 = -1.28265 <= vker = -0.70330 Eh
V+Teff lowest = -1.282644 Eh; 4c minus it: -1.060e-05 (c), -4.241e-05 (c/2) Eh, ratio 4.000
free particle: balanced lowest 0.02509 Eh; cut: 8 states at 0, nL-nS = 8
large-only deletion of 4: pair1 -1.282637, pair2 -0.609342 Eh
  state picked by the N/2 rule: -37557.98 Eh
nuclear repulsion = 0.714286 Eh; RHF = -1.1320099 Eh; balanced DHF = -1.1320234 Eh
DHF-RHF: -1.347e-05 (c), -5.387e-05 (c/2) Eh; HOMO -0.59450, LUMO 0.03618 Eh
SCF tau 1e-07: nS 38, DHF -1.1320234, RHF(Teff) -1.1320099, first-order loss -5.461e-16 Eh
  shift -5.773e-15 Eh = -1.571e-13 eV; HOMO -0.59450, LUMO -0.00063 Eh
SCF tau 1e-06: nS 32, DHF -1.1320971, RHF(Teff) -1.1320836, first-order loss 5.617e-05 Eh
  shift -7.374e-05 Eh = -0.002007 eV; HOMO -0.59446, LUMO -0.05064 Eh
SCF tau 1e-05: nS 26, DHF -1.1354084, RHF(Teff) -1.1353951, first-order loss 2.020e-03 Eh
  shift -3.385e-03 Eh = -0.09211 eV; HOMO -0.58972, LUMO -0.18781 Eh
H2+: R = 2.0 bohr, s 0.02..44.34, p 0.5, 1.5 bohr^-2, n = 104
min eig S = 1.96e-08, min eig unit-diagonal T = 1.79e-07
paired 1e-8: nL 104, nS 104, E1 -1.1021565 Eh, N/2-rule state -1.1022 Eh
paired 1e-6: nL 92, nS 92, E1 -1.1021534 Eh, N/2-rule state -1.1022 Eh
separate 1e-6: nL 92, nS 96, E1 -1.1021534 Eh, N/2-rule state -37557.8970 Eh
single 1e-6: nL 92, nS 58, E1 -2.6286719 Eh, N/2-rule state -0.5938 Eh
defect: paired 5.0e-10, separate 0.1312, single 206.765 Eh
separate 1e-6 minus paired: -6.458e-09 Eh = -1.757e-07 eV
single 1e-6 minus paired: -1.527e+00 Eh = -41.54 eV
single: vmin = -16.6582 Eh, vker = -2.4710 Eh
lowest t in paired 1e-6 space = 0.01547 Eh
```
